\section*{Delaunay Coupling Coefficients and Maximum-Principle Failure at Obtuse Interface Triangles, part 1}

(Sections cited here and not found follow in the second part.)

\section{Couplings on a Delaunay mesh}

\subsection{Definitions and conventions}

The electrostatic potential $\phi$ in a charge-free, two-dimensional cross-section of a device obeys
\begin{equation}
\nabla\cdot\mathbf D=0,\qquad \mathbf D=-\varepsilon\nabla\phi .
\label{eq:laplace}
\end{equation}
Here $\varepsilon$ is the relative permittivity. The constant factor $\varepsilon_0$ has been divided out, which is allowed because the right-hand side is zero. All fluxes are per unit depth. Lengths are in nm and potentials in V.

The cross-section is a connected polygon divided into triangles that meet edge to edge. In each triangle $t$ the permittivity is a positive constant $\varepsilon_t$, so every material interface runs along mesh edges. Nodes with a prescribed potential are called Dirichlet nodes, and there is at least one. The other nodes are free. Any part of the outer boundary that does not belong to a contact carries no flux.

An edge is interior if two triangles share it. The mesh is called Delaunay if, for each interior edge, the far corner of either triangle does not lie strictly inside the circumcircle of the other triangle. The familiar requirement that no mesh node lies inside any circumcircle implies this edge-by-edge condition, and the edge-by-edge condition is all that is needed below.

The discrete potential is linear in each triangle and takes the value $\phi_i$ at node $i$. A discrete maximum principle means that each free value lies between the smallest and the largest Dirichlet value, whatever the Dirichlet values are.

The differential equation has the corresponding property. Its solution is the unique minimizer of $\tfrac12\int\varepsilon|\nabla\phi|^2\,dA$ for the given boundary values. If $\phi$ left the range of its boundary values, cutting it off at the ends of that range would keep the boundary values and would not raise the energy. The cut-off function would then also be a minimizer, and uniqueness makes it equal to $\phi$. A discrete value outside the range is therefore an error of the discretization and has no physical content.

\subsection{The flux leaving a box}

Surround node $i$ by a box whose boundary passes through the midpoints of the edges that meet at $i$. Integrating \eqref{eq:laplace} over the box says that the total outflow is zero. The method imposes this balance on the piecewise linear potential, one free node at a time.

Consider one triangle with corners $i,j,k$ in counterclockwise order. The box boundary crosses it from the midpoint $\mathbf m_{ij}$ of edge $ij$ to the midpoint $\mathbf m_{ik}$ of edge $ik$. On this path a step $(dx,dy)$ has the normal element $(dy,-dx)$ pointing away from $i$. The flux is
\begin{equation}
\Phi_i=\int_{\mathbf m_{ij}}^{\mathbf m_{ik}}\left(D_x\,dy-D_y\,dx\right).
\label{eq:path}
\end{equation}
Since $\phi$ is linear in the triangle, $D_x$ and $D_y$ are constants there, and the integral depends on the two end points alone. We may therefore choose the path that goes through the circumcentre $\mathbf c$. If $\mathbf c$ lies outside the triangle, the constant $\mathbf D$ of this triangle is still used along the whole path. This is an algebraic rewriting of the same flux and does not claim that the material extends to $\mathbf c$.

The circumcentre lies on the perpendicular bisector of each edge. Let $l_{ij}$ be the edge length and
\begin{equation}
\mathbf e=\frac{\mathbf r_j-\mathbf r_i}{l_{ij}},\qquad
\mathbf n=(-e_y,e_x).
\end{equation}
The unit vector $\mathbf n$ points from the edge towards corner $k$. Write
\begin{equation}
\mathbf c-\mathbf m_{ij}=s_{ij}\,\mathbf n .
\end{equation}
The number $s_{ij}$ is a signed distance: it is positive if $\mathbf c$ is on the same side of the edge as $k$, and negative if it is on the other side. For the first leg, $(dx,dy)$ integrates to $s_{ij}(-e_y,e_x)$, so the normal element $(dy,-dx)$ integrates to $s_{ij}(e_x,e_y)$. The flux through this leg is
\begin{equation}
s_{ij}\,\mathbf D\cdot\mathbf e
=-\varepsilon_t s_{ij}\frac{\phi_j-\phi_i}{l_{ij}}
=\varepsilon_t\frac{s_{ij}}{l_{ij}}(\phi_i-\phi_j).
\end{equation}

The second leg runs from $\mathbf c$ to $\mathbf m_{ik}$. Let $\mathbf e'$ be the unit vector from $i$ to $k$. Corner $j$ is to the right of this direction, so the normal towards $j$ is $\mathbf n'=(e'_y,-e'_x)$. The step is
\begin{equation}
\mathbf m_{ik}-\mathbf c=-s_{ik}\mathbf n'=s_{ik}(-e'_y,e'_x).
\end{equation}
Its integrated normal element is $s_{ik}\mathbf e'$, and the flux has the same form with $k$ in place of $j$. Hence
\begin{equation}
\Phi_i=\varepsilon_t\frac{s_{ij}}{l_{ij}}(\phi_i-\phi_j)
+\varepsilon_t\frac{s_{ik}}{l_{ik}}(\phi_i-\phi_k).
\label{eq:triflux}
\end{equation}

\subsection{The cotangent formula}

The distance $s$ follows from the angle that faces the edge. Place the ends of an edge of length $l$ at $(\pm l/2,0)$, the facing corner at $(p,q)$ with $q>0$, and the circumcentre at $(0,s)$. Equal distances from the circumcentre to an edge end and to the corner give
\begin{equation}
\frac{l^2}{4}+s^2=p^2+(q-s)^2 .
\end{equation}
The terms $s^2$ cancel, and solving for $s$ gives
\begin{equation}
s=\frac{p^2+q^2-l^2/4}{2q}.
\label{eq:scoord}
\end{equation}

Let $\theta$ be the angle at $(p,q)$. The vectors from this corner to the edge ends are $(-l/2-p,-q)$ and $(l/2-p,-q)$. Their scalar product is $p^2-l^2/4+q^2$. The magnitude of their cross product is $q(l/2+p)+q(l/2-p)=ql$. The cotangent is the ratio of the two:
\begin{equation}
\cot\theta=\frac{p^2+q^2-l^2/4}{ql},
\qquad\text{so}\qquad s=\frac l2\cot\theta .
\label{eq:scot}
\end{equation}
An acute angle puts the circumcentre on the corner's side of the edge. A right angle puts it on the edge, and an obtuse angle puts it beyond the edge.

Insert this in \eqref{eq:triflux} and add the contributions of all triangles at node $i$. The balance for a free node becomes
\begin{equation}
\sum_jT_{ij}(\phi_i-\phi_j)=0,\qquad
T_{ij}=\frac12\sum_{t\ni ij}\varepsilon_t\cot\theta_t ,
\label{eq:T}
\end{equation}
where the second sum runs over the one or two triangles that share edge $ij$, and $\theta_t$ is the angle facing the edge in triangle $t$. The edge length has cancelled, so the couplings do not change when the mesh is scaled.

\subsection{The energy matrix}

The same coefficients come from the energy of the piecewise linear potential. Let $\lambda_i$ be the linear shape function that is one at node $i$ and zero at the other nodes, and define
\begin{equation}
K_{ij}=\int\varepsilon\,\nabla\lambda_i\cdot\nabla\lambda_j\,dA .
\end{equation}
In triangle $ijk$, $\nabla\lambda_i$ is perpendicular to edge $jk$ and has length $1/h_i$, where $h_i=l_{ik}\sin\theta_k$ is the height of $i$ above that edge. Likewise $h_j=l_{jk}\sin\theta_k$. The two gradients point into the triangle from the two edges that meet at $k$, so the angle between them is $\pi-\theta_k$. The triangle area is $\tfrac12l_{ik}l_{jk}\sin\theta_k$. The contribution to $K_{ij}$ is therefore
\begin{equation}
\varepsilon_t\,\frac{l_{ik}l_{jk}\sin\theta_k}{2}\,
\frac{-\cos\theta_k}{l_{ik}l_{jk}\sin^2\theta_k}
=-\frac{\varepsilon_t}{2}\cot\theta_k .
\end{equation}
Thus $K_{ij}=-T_{ij}$ for $i\neq j$. The shape functions add up to one, so each row of $K$ adds up to zero and $K_{ii}=\sum_jT_{ij}$. This equality of the box method and linear finite elements has been shown for triangles; no such claim is made for tetrahedra.

Let $K_{FF}$ be the block of $K$ that belongs to the free nodes. For a piecewise linear function $v$ that vanishes at the Dirichlet nodes,
\begin{equation}
v^{\mathsf T}Kv=\int\varepsilon|\nabla v|^2dA\ge0 .
\label{eq:energy}
\end{equation}
Equality requires $v$ to be constant on the connected mesh. That constant is zero because $v$ vanishes at a Dirichlet node. So $K_{FF}$ is positive definite whatever the signs of the individual couplings, and the discrete equations have one solution.

\subsection{The sign on a Delaunay mesh}

Let an interior edge of length $l$ be faced by corner $C$ with angle $\alpha$ above it and corner $D$ with angle $\beta$ below it. If both triangles have the same permittivity, then
\begin{equation}
T=\frac{\varepsilon}{2}(\cot\alpha+\cot\beta)
=\frac{\varepsilon}{l}(s_C+s_D).
\label{eq:voronoi}
\end{equation}
The sum $s_C+s_D$ is the signed distance between the two circumcentres. It is the length of the box face between the two end nodes, and $T$ is permittivity times face length divided by node distance, as for a parallel-plate capacitor.

To connect the sign with the circles, put $D$ at $(p,-q)$ with $q>0$. The circle through the edge ends and $C$ has its centre at $(0,s_C)$ and squared radius $l^2/4+s_C^2$. Point $D$ is strictly inside if
\begin{equation}
p^2+(q+s_C)^2<\frac{l^2}{4}+s_C^2 .
\end{equation}
After $s_C^2$ is cancelled, this reads $p^2+q^2-l^2/4+2qs_C<0$. By \eqref{eq:scoord}, applied to the lower triangle, the first three terms equal $2qs_D$. The condition becomes
\begin{equation}
2q(s_C+s_D)<0 .
\label{eq:circle}
\end{equation}
Since $q>0$, $D$ is inside the circle exactly when $T<0$. In one material, therefore, all interior edges have $T\ge0$ exactly when the mesh is Delaunay. The identity
\begin{equation}
\cot\alpha+\cot\beta=\frac{\sin(\alpha+\beta)}{\sin\alpha\,\sin\beta}
\end{equation}
gives the same condition in terms of angles, $\alpha+\beta\le\pi$. When the four corners lie on one circle, $T=0$.

The relation was tested on 1000 random pairs of triangles sharing an edge. The coupling was negative in 124 of them, and its sign agreed with an independent in-circle determinant in every case that was not numerically on the borderline.

A no-flux boundary edge has one facing angle, so its coupling is nonnegative if that angle is at most $90^\circ$. The Delaunay condition says nothing about this edge, and the angle must be checked separately. An edge between two Dirichlet nodes does not enter any free-node equation.

\subsection{The discrete maximum principle}

Assume now that every edge with at least one free end has $T_{ij}\ge0$. Equation \eqref{eq:T} can be written as
\begin{equation}
\phi_i=\frac{\sum_jT_{ij}\phi_j}{\sum_jT_{ij}} .
\label{eq:mean}
\end{equation}
The denominator is $K_{ii}$, which is positive because it is the energy of $\lambda_i$. Each free value is then a weighted mean of neighbouring values.

Each free node is linked to some Dirichlet node by a chain of positive couplings. To see this, suppose that it is not, and let $S$ be the set of all free nodes that can be reached from it through positive couplings. No positive coupling leaves $S$. Take $v=1$ on $S$ and $v=0$ elsewhere. Because the rows of $K$ add up to zero,
\begin{equation}
v^{\mathsf T}Kv=\sum_{i\in S}\sum_{j\notin S}T_{ij}=0 .
\end{equation}
This contradicts the positive definiteness found from \eqref{eq:energy}.

Let $M$ be the largest nodal value, and suppose that a free node takes it. In \eqref{eq:mean} no neighbour exceeds $M$, so every neighbour with a positive weight must also equal $M$. Repeating the argument along the chain carries the value $M$ to a Dirichlet node. Hence no free value exceeds the largest Dirichlet value. Applying the result to $-\phi$ gives the lower bound.

An equivalent form uses the response to the Dirichlet values,
\begin{equation}
\phi_i=\sum_bW_{ib}\phi_b .
\end{equation}
Equal Dirichlet values produce a constant solution, so $\sum_bW_{ib}=1$. The maximum principle for all data is the same as $W_{ib}\ge0$: nonnegative weights with sum one give a mean, while a negative $W_{ib}$ gives $\phi_i<0$ when node $b$ is set to one and the other Dirichlet nodes to zero.

On a random Delaunay mesh with $\varepsilon=1$, the smallest interior coupling was $8.2\times10^{-3}$ and the smallest boundary weight was $9.7\times10^{-5}$. Neither is negative, as the derivation requires.

\section{Failure at an obtuse interface triangle}

\subsection{Results carried over}

Nodes are joined by couplings $T_{ij}$, and the balance at a free node is
\begin{equation}
\sum_jT_{ij}(\phi_i-\phi_j)=0,\qquad
T_{ij}=\frac12\sum_t\varepsilon_t\cot\theta_t .
\label{eq:recap}
\end{equation}
Here $\varepsilon_t$ is the relative permittivity of a triangle sharing the edge, and $\theta_t$ is its angle facing the edge. The energy matrix has $K_{ij}=-T_{ij}$ off the diagonal and $K_{ii}=\sum_jT_{ij}$. Its free-node block $K_{FF}$ is positive definite. On a Delaunay mesh the two angles facing an interior edge satisfy $\alpha+\beta\le\pi$, or equivalently $\cot\alpha+\cot\beta\ge0$. If all couplings to free nodes are nonnegative, the discrete maximum principle holds.

\subsection{The critical angle}

Let an interface edge separate permittivities $\varepsilon_1>\varepsilon_2$, with facing angles $\alpha$ in material 1 and $\beta$ in material 2. Adding and subtracting $\varepsilon_2\cot\alpha$ gives
\begin{align}
T&=\frac12(\varepsilon_1\cot\alpha+\varepsilon_2\cot\beta)\nonumber\\
&=\frac12\left[\varepsilon_2(\cot\alpha+\cot\beta)
+(\varepsilon_1-\varepsilon_2)\cot\alpha\right].
\label{eq:split}
\end{align}
On a Delaunay mesh the first term is nonnegative. The coupling can therefore be negative only if $\cot\alpha<0$, which means that the triangle on the high-permittivity side is obtuse. An obtuse angle facing the edge from the low-permittivity side leaves $T\ge0$.

Setting $T=0$ defines the critical angle:
\begin{equation}
\cot\alpha^*=-\frac{\varepsilon_2}{\varepsilon_1}\cot\beta,
\qquad
\alpha^*=\frac\pi2+\arctan\left(\frac{\varepsilon_2}{\varepsilon_1}\cot\beta\right).
\label{eq:critical}
\end{equation}
The second form uses $\cot(\pi/2+x)=-\tan x$. Since the cotangent decreases between $0$ and $\pi$, a Delaunay mesh has a negative interface coupling when
\begin{equation}
\alpha^*<\alpha\le\pi-\beta .
\label{eq:window}
\end{equation}
For equal permittivities $\alpha^*=\pi-\beta$ and the window closes. As $\varepsilon_2/\varepsilon_1$ tends to zero, $\alpha^*$ tends to $90^\circ$, the condition for a no-flux boundary edge.

The Delaunay condition compares unweighted distances to the circumcentres, while the flux weights each distance with its own permittivity. The negative distance on side 1 then counts for more than the positive distance on side 2.

In a single material the Delaunay condition makes every interior coupling nonnegative, but at an interface the coupling can be negative if the triangle on the high-permittivity side has a sufficiently obtuse angle facing the edge. It remains to show when such a coupling violates the discrete maximum principle, what refinement does to the violation, how electron densities are affected, and how the mesh can be repaired.
